# Thouless' Theorem: Non-Orthogonal Determinants as Exponentials of Single Excitations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

### Definitions and conventions

Let $\varphi_1,\dots,\varphi_M$ be orthonormal spin orbitals spanning a one-particle space of finite dimension $M$. Their creation and annihilation operators satisfy

$$
\{a_p,a_q^\dagger\}=\delta_{pq},\qquad \{a_p,a_q\}=\{a_p^\dagger,a_q^\dagger\}=0,
$$

where $\{A,B\}=AB+BA$. The vacuum $|0\rangle$ is normalized and obeys $a_p|0\rangle=0$ for every $p$. The reference determinant is

$$
|\Phi_0\rangle=a_1^\dagger a_2^\dagger\cdots a_N^\dagger|0\rangle ,\qquad 1\le N<M.
$$

The labels $i,j$ run over the occupied orbitals $1,\dots,N$, the labels $a,b$ over the virtual orbitals $N+1,\dots,M$, and $p,q,r$ over all of them. The letter $a$ as a subscript is a virtual label; with a subscript of its own it is an operator, so $a_a^\dagger$ creates an electron in the virtual orbital $a$.

A second determinant with the same number of electrons is built from $N$ orbitals with coefficients $C_{pk}$:

$$
|\Phi\rangle=b_1^\dagger b_2^\dagger\cdots b_N^\dagger|0\rangle,\qquad b_k^\dagger=\sum_{p=1}^{M}a_p^\dagger C_{pk}.
$$

The columns of $C$ are assumed to be linearly independent. They need not be orthogonal or normalized, and the coefficients may be complex. The rows of $C$ are split according to the reference,

$$
C=\begin{pmatrix}C_o\\ C_v\end{pmatrix},
$$

with an occupied block $C_o$ of size $N\times N$ and a virtual block $C_v$ of size $(M-N)\times N$.

The single-excitation operators are $X_{ai}=a_a^\dagger a_i$. Each removes an electron from an occupied orbital and places it in a virtual one.

### Statement

**Theorem (Thouless).** If $\langle\Phi_0|\Phi\rangle\neq0$, then $C_o$ is invertible and

$$
|\Phi\rangle=\det(C_o)\,e^{T}|\Phi_0\rangle,\qquad
T=\sum_{ai}t_{ai}\,a_a^\dagger a_i,\qquad t=C_vC_o^{-1}.
$$

The matrix $t$ is the only one for which $|\Phi\rangle$ is proportional to $e^T|\Phi_0\rangle$. Conversely, for every complex $(M-N)\times N$ matrix $t$, the state $e^T|\Phi_0\rangle$ is a single determinant, and its overlap with $|\Phi_0\rangle$ is one.

The proof has three ingredients: a formula for overlaps, the effect of recombining the orbitals of a determinant, and the action of $e^T$ on a creation operator.

### Lemma 1: the overlap of two determinants

Let $|\Phi_B\rangle$ and $|\Phi_C\rangle$ be built from coefficient matrices $B$ and $C$, with creation operators $b_k^\dagger=\sum_pa_p^\dagger B_{pk}$ and $c_l^\dagger=\sum_pa_p^\dagger C_{pl}$. Then

$$
\langle\Phi_B|\Phi_C\rangle=\det(B^\dagger C).
$$

**Proof.** Taking the adjoint gives $b_k=\sum_pB_{pk}^*a_p$. Hence

$$
\{b_k,c_l^\dagger\}=\sum_{pq}B_{pk}^*C_{ql}\{a_p,a_q^\dagger\}=\sum_pB_{pk}^*C_{pl}=(B^\dagger C)_{kl}\equiv S_{kl}.
$$

The adjoint also reverses the order of the operators, so

$$
\langle\Phi_B|\Phi_C\rangle=\langle0|b_N\cdots b_2b_1\,c_1^\dagger c_2^\dagger\cdots c_N^\dagger|0\rangle .
$$

Move $b_1$ to the right. Passing $c_l^\dagger$ uses $b_1c_l^\dagger=S_{1l}-c_l^\dagger b_1$. Before it meets $c_l^\dagger$, the operator $b_1$ has passed $l-1$ creators and gained a factor $(-1)^{l-1}$. When it has passed all of them it acts on the vacuum and gives zero. Therefore

$$
b_1c_1^\dagger\cdots c_N^\dagger|0\rangle=\sum_{l=1}^{N}(-1)^{l-1}S_{1l}\;c_1^\dagger\cdots c_{l-1}^\dagger c_{l+1}^\dagger\cdots c_N^\dagger|0\rangle .
$$

What remains in each term is an overlap of determinants with $N-1$ electrons, in which row 1 and column $l$ of $S$ no longer occur. For one electron the overlap is $\langle0|b_1c_1^\dagger|0\rangle=S_{11}$, which is the claim for $N=1$. If the claim holds for $N-1$ electrons, the sum above is the expansion of $\det S$ along its first row, with the correct signs $(-1)^{1+l}=(-1)^{l-1}$. The claim then holds for $N$ electrons, and by induction for all. $\square$

Two special cases are needed. For $|\Phi_B\rangle=|\Phi_0\rangle$ the matrix $B$ has the unit matrix as its occupied block and zero as its virtual block, so that $B^\dagger C=C_o$ and

$$
\langle\Phi_0|\Phi\rangle=\det C_o .
$$

The condition of the theorem is thus the same as the invertibility of $C_o$. For $B=C$ one obtains $\langle\Phi|\Phi\rangle=\det(C^\dagger C)$. This is positive when the columns are independent, because $x^\dagger C^\dagger Cx=|Cx|^2>0$ for every $x\ne0$. The state $|\Phi\rangle$ is therefore not the zero vector.

### Lemma 2: recombining the orbitals

Let $G$ be an $N\times N$ matrix and let $\tilde b_k^\dagger=\sum_lb_l^\dagger G_{lk}$. The new coefficient matrix is $CG$, and

$$
\tilde b_1^\dagger\cdots\tilde b_N^\dagger=\det(G)\;b_1^\dagger\cdots b_N^\dagger .
$$

**Proof.** Multiplying out the left side gives

$$
\sum_{l_1\cdots l_N}G_{l_11}G_{l_22}\cdots G_{l_NN}\;b_{l_1}^\dagger b_{l_2}^\dagger\cdots b_{l_N}^\dagger .
$$

The $b^\dagger$ are linear combinations of the $a^\dagger$, so they anticommute with one another, and each has zero square. A term with two equal labels vanishes. In the surviving terms $l_k=\pi(k)$ for some permutation $\pi$ of $1,\dots,N$, and restoring the natural order costs the sign of the permutation:

$$
b_{\pi(1)}^\dagger\cdots b_{\pi(N)}^\dagger=\operatorname{sgn}(\pi)\,b_1^\dagger\cdots b_N^\dagger .
$$

The sum $\sum_\pi\operatorname{sgn}(\pi)\prod_kG_{\pi(k)k}$ is $\det G$. $\square$

A determinant is thus fixed, up to a factor, by the space its orbitals span. The particular orbitals chosen in that space carry no further information. The matrix $t$ shares this property: under $C\to CG$ with invertible $G$,

$$
t\to (C_vG)(C_oG)^{-1}=C_vGG^{-1}C_o^{-1}=t .
$$

### Lemma 3: the action of the exponential

**(a) The excitation operators commute.** Since $i\neq b$ for every occupied $i$ and virtual $b$, we have $a_ia_b^\dagger=-a_b^\dagger a_i$. Hence

$$
X_{ai}X_{bj}=a_a^\dagger a_ia_b^\dagger a_j=-a_a^\dagger a_b^\dagger a_ia_j .
$$

Exchanging the two creators gives one minus sign and exchanging the two annihilators another, so the right side equals $-a_b^\dagger a_a^\dagger a_ja_i$. Moving $a_j$ to the left of $a_a^\dagger$ gives a third sign:

$$
-a_b^\dagger a_a^\dagger a_ja_i=a_b^\dagger a_ja_a^\dagger a_i=X_{bj}X_{ai}.
$$

**(b) Commutators with creators.** For an occupied label $i$,

$$
X_{aj}a_i^\dagger=a_a^\dagger a_ja_i^\dagger=a_a^\dagger(\delta_{ij}-a_i^\dagger a_j)=\delta_{ij}a_a^\dagger+a_i^\dagger a_a^\dagger a_j ,
$$

where the last step used $a_a^\dagger a_i^\dagger=-a_i^\dagger a_a^\dagger$. The final term is $a_i^\dagger X_{aj}$, so $[X_{aj},a_i^\dagger]=\delta_{ij}a_a^\dagger$. Multiplying by $t_{aj}$ and summing,

$$
[T,a_i^\dagger]=\sum_at_{ai}a_a^\dagger .
$$

For a virtual label $b$ the contraction is absent, since $j\ne b$:

$$
X_{aj}a_b^\dagger=-a_a^\dagger a_b^\dagger a_j=a_b^\dagger a_a^\dagger a_j=a_b^\dagger X_{aj},\qquad\text{so}\qquad[T,a_b^\dagger]=0 .
$$

**(c) The transformed creator.** Define $f_i(\lambda)=e^{\lambda T}a_i^\dagger e^{-\lambda T}$. The Fock space has the finite dimension $2^M$, so the exponentials are ordinary matrix exponentials and may be differentiated:

$$
\frac{df_i}{d\lambda}=e^{\lambda T}[T,a_i^\dagger]e^{-\lambda T}=\sum_at_{ai}\,e^{\lambda T}a_a^\dagger e^{-\lambda T}=\sum_at_{ai}a_a^\dagger .
$$

The last equality holds because $T$ commutes with $a_a^\dagger$. The derivative does not depend on $\lambda$. Integrating from $0$ to $1$ with $f_i(0)=a_i^\dagger$ gives

$$
e^Ta_i^\dagger e^{-T}=a_i^\dagger+\sum_at_{ai}a_a^\dagger .
$$

This result has no higher powers of $t$. The exponential mixes virtual orbitals into each occupied orbital linearly, and it leaves the virtual creators unchanged. $\square$

### Proof of the theorem

Suppose $\langle\Phi_0|\Phi\rangle\ne0$. By Lemma 1, $C_o$ is invertible. Apply Lemma 2 with $G=C_o^{-1}$. The new coefficient matrix is

$$
CC_o^{-1}=\begin{pmatrix}C_oC_o^{-1}\\ C_vC_o^{-1}\end{pmatrix}=\begin{pmatrix}1\\ t\end{pmatrix},
$$

so the new creators are $\tilde b_i^\dagger=a_i^\dagger+\sum_at_{ai}a_a^\dagger$. The lemma also gives $\tilde b_1^\dagger\cdots\tilde b_N^\dagger=\det(C_o^{-1})\,b_1^\dagger\cdots b_N^\dagger$, and therefore

$$
|\Phi\rangle=\det(C_o)\,\tilde b_1^\dagger\cdots\tilde b_N^\dagger|0\rangle .
$$

By Lemma 3, $\tilde b_i^\dagger=e^Ta_i^\dagger e^{-T}$. In the product the inner factors $e^{-T}e^{T}$ cancel:

$$
\tilde b_1^\dagger\cdots\tilde b_N^\dagger|0\rangle=e^Ta_1^\dagger e^{-T}\,e^Ta_2^\dagger e^{-T}\cdots e^Ta_N^\dagger e^{-T}|0\rangle=e^Ta_1^\dagger\cdots a_N^\dagger e^{-T}|0\rangle .
$$

Every term of $T$ has an annihilator on the right, so $T|0\rangle=0$ and $e^{-T}|0\rangle=|0\rangle$. The right side is $e^T|\Phi_0\rangle$, which proves the formula.

**Converse.** Take any $t$ and read the last display from right to left. It shows that $e^T|\Phi_0\rangle$ is the determinant with coefficient matrix $\binom{1}{t}$. Its columns are independent because the upper block is the unit matrix. Lemma 1 gives its overlap with the reference as $\det 1=1$.

**Uniqueness.** Suppose $|\Phi\rangle=c\,e^{T'}|\Phi_0\rangle$ with a matrix $t'$. The overlap just found gives $c=\langle\Phi_0|\Phi\rangle$. Next project on a single excitation, whose bra is $\langle\Phi_0|X_{ai}^\dagger=\langle\Phi_0|a_i^\dagger a_a$. The term of order $n$ in $e^{T'}|\Phi_0\rangle$ has $n$ electrons in virtual orbitals. States with different numbers of virtual electrons are orthogonal, so the term $n=1$ alone contributes:

$$
\langle\Phi_0|a_i^\dagger a_a|\Phi\rangle=c\sum_{bj}t'_{bj}\langle\Phi_0|a_i^\dagger a_aa_b^\dagger a_j|\Phi_0\rangle .
$$

Here $a_aa_b^\dagger=\delta_{ab}-a_b^\dagger a_a$, and $a_a$ gives zero on $a_j|\Phi_0\rangle$, which has no virtual electron. What is left is $\delta_{ab}\langle\Phi_0|a_i^\dagger a_j|\Phi_0\rangle=\delta_{ab}\delta_{ij}$. Thus

$$
t'_{ai}=\frac{\langle\Phi_0|a_i^\dagger a_a|\Phi\rangle}{\langle\Phi_0|\Phi\rangle}.
$$

The right side is determined by $|\Phi\rangle$ and the reference, so $t'=t$. $\blacksquare$

### Remark: when the condition fails

The condition cannot be dropped. Every state $e^T|\Phi_0\rangle$ has overlap one with the reference, so no multiple of it can equal a nonzero state with overlap zero.

The geometric content is as follows. The matrix $C_o$ is singular when some $x\neq0$ satisfies $C_ox=0$. The orbital with coefficients $Cx$ is then occupied in $|\Phi\rangle$ and lies entirely in the virtual space of the reference. One such orbital suffices to make the determinants orthogonal, however similar the remaining orbitals are.

The case of one electron shows how the limit is approached. Let $b^\dagger=\cos\theta\,a_1^\dagger+\sin\theta\,a_2^\dagger$. Then $C_o=\cos\theta$, $C_v=\sin\theta$ and $t=\tan\theta$. The theorem reads

$$
b^\dagger|0\rangle=\cos\theta\,(1+\tan\theta\,a_2^\dagger a_1)\,a_1^\dagger|0\rangle .
$$

As $\theta\to90^\circ$, $t$ grows without bound while the prefactor goes to zero. Their product stays finite, but at $90^\circ$ itself the formula has no meaning.

Symmetry can enforce the failure. Suppose each spin orbital has a definite spin, up or down, and $|\Phi\rangle$ contains more spin-up electrons than $|\Phi_0\rangle$. The spin-up columns of $C_o$ then have nonzero entries in fewer rows than there are columns. They are linearly dependent, and $\det C_o=0$.

A different reference removes the difficulty. Since $C$ has rank $N$, it has $N$ linearly independent rows. Taking the corresponding basis orbitals as occupied gives an invertible occupied block, and the theorem applies to that reference.

## Second half: expansion, rotations and an example

### Symbols and results carried over

The reference $|\Phi_0\rangle$ occupies the orthonormal spin orbitals $i,j=1,\dots,N$ and leaves the orbitals $a,b=N+1,\dots,M$ empty. The determinant $|\Phi\rangle$ has a coefficient matrix $C$ with occupied block $C_o$ and virtual block $C_v$. The excitation operators $X_{ai}=a_a^\dagger a_i$ commute. The first half established, for $\det C_o\ne0$,

$$
|\Phi\rangle=\det(C_o)e^T|\Phi_0\rangle,\qquad T=\sum_{ai}t_{ai}X_{ai},\qquad t=C_vC_o^{-1},
$$

that $e^T|\Phi_0\rangle$ is the determinant with coefficient matrix $\binom{1}{t}$, and that determinants with coefficient matrices $B$ and $C$ have the overlap $\det(B^\dagger C)$.

This part has proved that every determinant not orthogonal to the reference is a multiple of $e^T|\Phi_0\rangle$ with a unique matrix $t=C_vC_o^{-1}$, and that every state $e^T|\Phi_0\rangle$ is a single determinant. What remains is to work out the expansion coefficients, the norm and excitation weights, the link to unitary orbital rotations and the Hartree-Fock stationarity condition, and to apply the results to a chain of four hydrogen atoms.
